# Does a hybrid functional fitted to the gap fix band edges?: a numerical check

```python
"""Equal gaps do not imply equal band edges in a screened hybrid functional.

Result under test: h = h0 + alpha*(K_SR(omega) - v_SR(omega)) can give one
and the same gap for different (alpha, omega), with different edge energies.
alpha: exchange fraction; omega: inverse screening length;
K_SR: Fock exchange with kernel erfc(omega r)/r; v_SR: its local-density form;
D_v, D_c: expectation values of K_SR - v_SR in the two edge states.
First-order equal-gap law: alpha = opening/(D_c-D_v),
valence edge = e_v + opening*D_v/(D_c-D_v).
The crystal is a rocksalt model with Gaussian wells and 8 valence electrons.
Internal units are Hartree atomic units; printed units are eV and nm.
Edges are measured from the cell average of the model potential.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, ifftn
from scipy.integrate import quad
from scipy.optimize import brentq, newton
from scipy.special import erf, erfc, spherical_jn

EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
PI = np.pi

# Model inputs
LATTICE_NM, ANION_NM, CATION_NM = 0.405, 0.058, 0.070
ANION_EV, CUTOFF_EV = 150.0, 400.0
START_GAP_EV, TARGET_GAP_EV = 4.0, 5.8
A0 = LATTICE_NM / BOHR_NM
S_AN, S_CAT = ANION_NM / BOHR_NM, CATION_NM / BOHR_NM
VOL = A0**3 / 4
TARGET = TARGET_GAP_EV / EV
NOCC = 4

RECIP = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
BV = 2 * PI / A0 * RECIP
INTS = np.array(list(itertools.product(range(-8, 9), repeat=3)))
NG = 15
NPTS = NG**3
freq = np.rint(np.fft.fftfreq(NG) * NG).astype(int)
GI = np.array(list(itertools.product(freq, repeat=3)))
G2 = np.sum((GI @ BV)**2, axis=1)
MASK = G2 < 45.0
sub = (np.arange(12) + 0.5) / 12 - 0.5
OFFSETS = np.array(list(itertools.product(sub, repeat=3))) @ BV
POINTS = {"Gamma": (0, 0, 0), "L": (0.5, 0, 0), "X": (0.5, 0.5, 0)}


def bands(k, cation_depth, a=A0, cutoff_ev=CUTOFF_EV):
    """Plane-wave eigenstates; the average potential is set to zero."""
    b = 2 * PI / a * RECIP
    kinetic = 0.5 * np.sum(((INTS + np.array(k)) @ b)**2, axis=1)
    keep = kinetic < cutoff_ev / EV
    n = INTS[keep]
    d = n[:, None, :] - n[None, :, :]
    g2 = np.sum((d @ b)**2, axis=2)
    sign = 1 - 2 * (d.sum(axis=2) % 2)
    pot = -(2 * PI)**1.5 / (a**3 / 4) * (
        ANION_EV / EV * S_AN**3 * np.exp(-g2 * S_AN**2 / 2)
        + cation_depth * S_CAT**3 * sign * np.exp(-g2 * S_CAT**2 / 2))
    ham = pot + np.diag(kinetic[keep] - pot[0, 0])
    e, c = np.linalg.eigh(ham)
    return e, c, n


def start_gap(depth, **kw):
    levels = np.array([bands(k, depth, **kw)[0][:6] for k in POINTS.values()])
    return levels[:, NOCC].min() - levels[:, NOCC - 1].max()


def make_state(k, depth):
    """Lowest bands on the real-space grid, cut at a wide level spacing."""
    e, c, n = bands(k, depth)
    m = 10 + int(np.argmax(np.diff(e[9:14])))
    box = np.zeros((m, NG, NG, NG), complex)
    i = n % NG
    box[:, i[:, 0], i[:, 1], i[:, 2]] = c[:, :m].T
    u = ifftn(box, axes=(1, 2, 3)) * NPTS
    return np.array(k, float), e[:m], u.reshape(m, -1)


def sr_potential(n, w):
    kf = np.cbrt(3 * PI**2 * n)
    return -(kf - w * np.sqrt(PI) * erf(kf / w)
             - w**2 / kf * np.expm1(-(kf / w)**2)) / PI


def kernel(dk, w, nmesh):
    """Short-range Coulomb kernel, cell-averaged at small wave vectors."""
    q = (GI + dk) @ BV
    q2 = np.maximum(np.sum(q * q, axis=1), 1e-12)
    v = -4 * PI * np.expm1(-q2 / (4 * w * w)) / q2
    near = np.where(q2 < 2.0)[0]
    s2 = np.sum((q[near][:, None, :] + OFFSETS[None] / nmesh)**2, axis=2)
    s2 = np.maximum(s2, 1e-12)
    v[near] = np.mean(-4 * PI * np.expm1(-s2 / (4 * w * w)) / s2, axis=1)
    return v


def pair_density(uk, uq):
    r = (uk[:, None, :] * uq.conj()[None, :, :]).reshape(-1, NG, NG, NG)
    r = fftn(r, axes=(1, 2, 3), overwrite_x=True) / NPTS
    return r.reshape(len(uk), len(uq), NPTS)


def local_matrix(u, field):
    return (u.conj() * field) @ u.T / NPTS


def submesh(states, nmesh):
    return [s for s in states if np.all((s[0] * nmesh) % 1 == 0)]


def filled_density(occ):
    n = sum(np.sum(abs(s[2][:NOCC])**2, axis=0) for s in occ)
    return 2 * n / (len(occ) * VOL)


def exchange_operators(states, targets, nmesh, omegas):
    """Fock and local short-range exchange matrices at the target k points."""
    occ = submesh(states, nmesh)
    n = filled_density(occ)
    out = {w: [] for w in omegas}
    for k, e, u in targets:
        fock = {w: np.zeros((len(e), len(e)), complex) for w in omegas}
        for kq, _, uq in occ:
            r = pair_density(u, uq[:NOCC])
            left = r.reshape(len(e), -1).conj()
            for w in omegas:
                v = kernel(k - kq, w, nmesh)
                fock[w] -= left @ (r * v).reshape(len(e), -1).T
        for w in omegas:
            out[w].append((fock[w] / (len(occ) * VOL),
                           local_matrix(u, sr_potential(n, w))))
    return out


def hybrid_edges(alpha, targets, ops):
    lev = [np.linalg.eigvalsh(np.diag(t[1]) + alpha * (f - v))
           for t, (f, v) in zip(targets, ops)]
    return max(x[NOCC - 1] for x in lev), min(x[NOCC] for x in lev)


def match_gap(targets, ops):
    def miss(alpha):
        ev, ec = hybrid_edges(alpha, targets, ops)
        return ec - ev - TARGET
    alpha = brentq(miss, 0.0, 3.0, xtol=1e-11)
    return (alpha,) + hybrid_edges(alpha, targets, ops)


# Uniform gas: closed potential against the derivative of the hole energy
def gas_energy(n, w):
    kf = np.cbrt(3 * PI**2 * n)

    def integrand(r):
        x = kf * r
        hole = 1.0 if x < 1e-5 else 3 * spherical_jn(1, x) / x
        return 4 * PI * r * hole**2 * erfc(w * r)
    return -0.25 * n * n * quad(integrand, 0, 8 / w, limit=400,
                                epsabs=1e-11, epsrel=1e-10)[0]


n_test, w_test, dn = 0.07, 0.2, 7e-4
v_numeric = (gas_energy(n_test + dn, w_test)
             - gas_energy(n_test - dn, w_test)) / (2 * dn)
v_closed = sr_potential(n_test, w_test)
assert abs(v_numeric / v_closed - 1) < 1e-3

# Starting crystal
depth = brentq(lambda b: start_gap(b) - START_GAP_EV / EV,
               -60 / EV, 100 / EV, xtol=1e-8)
mesh = [np.array(i) / 4 for i in itertools.product(range(4), repeat=3)]
states = [make_state(k, depth) for k in mesh]
targets = [next(s for s in states if np.allclose(s[0], k))
           for k in POINTS.values()]
names = list(POINTS)
iv = int(np.argmax([t[1][NOCC - 1] for t in targets]))
ic = int(np.argmin([t[1][NOCC] for t in targets]))
ev0, ec0 = targets[iv][1][NOCC - 1], targets[ic][1][NOCC]
mesh_gap = (min(s[1][NOCC] for s in states)
            - max(s[1][NOCC - 1] for s in states))

# Equal-gap family at fixed density
omega_nm = [1.0, 2.0, 3.0, 4.0]
omegas = [x * BOHR_NM for x in omega_nm]
contact = 20.0
ops = exchange_operators(states, targets, 4, omegas + [contact])
family = [match_gap(targets, ops[w]) for w in omegas]
D = []
for w in omegas:
    fv, lv = ops[w][iv]
    fc, lc = ops[w][ic]
    D.append(((fv - lv)[NOCC - 1, NOCC - 1].real,
              (fc - lc)[NOCC, NOCC].real))
D = np.array(D)
first_alpha = (TARGET - (ec0 - ev0)) / (D[:, 1] - D[:, 0])
first_ev = ev0 + first_alpha * D[:, 0]
first_error = max(abs(first_ev[i] - family[i][1]) for i in range(4)) * EV
assert first_error < 0.15  # second-order band mixing is absent from the law
for alpha, ev, ec in family:
    assert abs(ec - ev - TARGET) < 1e-8
shift = (family[3][1] - family[1][1]) * EV
shift_c = (family[3][2] - family[1][2]) * EV
assert abs(shift) > 0.03

# Contact limit: two independently built exchange operators coincide
edge_states = ((iv, NOCC - 1), (ic, NOCC))
contact_ratio = []
for i, band in edge_states:
    f, v = ops[contact][i]
    contact_ratio.append(f[band, band].real / v[band, band].real)
assert max(abs(x - 1) for x in contact_ratio) < 0.02

# Weak screening: slopes in omega, in units of 1/sqrt(pi).
# Fock part: 2 on filled states, 0 on empty ones (higher powers left out).
# Local part: 1, but only where omega is far below the local Fermi vector.
n_main = filled_density(states)
kf_main = np.cbrt(3 * PI**2 * n_main)


def local_slope(i, band, w1, w2):
    weight = abs(targets[i][2][band])**2
    dv = sr_potential(n_main, w2) - sr_potential(n_main, w1)
    return np.mean(weight * dv) * np.sqrt(PI) / (w2 - w1)


step = (omegas[1] - omegas[0]) / np.sqrt(PI)
slope = (D[1] - D[0]) / step
fock_slope, local_main, local_limit, mean_kf = [], [], [], []
for i, band in edge_states:
    fock_slope.append((ops[omegas[1]][i][0][band, band].real
                       - ops[omegas[0]][i][0][band, band].real) / step)
    local_main.append(local_slope(i, band, omegas[0], omegas[1]))
    local_limit.append(local_slope(i, band, 0.05 * BOHR_NM, 0.10 * BOHR_NM))
    mean_kf.append(np.mean(abs(targets[i][2][band])**2 * kf_main) / BOHR_NM)
assert abs(slope[0] - 1) < 0.3
assert abs(fock_slope[0] - 2) < 0.3 and abs(fock_slope[1]) < 0.3
assert max(abs(x - 1) for x in local_limit) < 0.15

# Coarser mesh, then self-consistent density and orbitals on that mesh
pair = [omegas[1], omegas[3]]
ops2 = exchange_operators(states, targets, 2, pair)
coarse = [match_gap(targets, ops2[w]) for w in pair]
shift_coarse = (coarse[1][1] - coarse[0][1]) * EV
small = submesh(states, 2)
NK = len(small)
tensors = {w: [[None] * NK for _ in small] for w in pair}
for i, (k, e, u) in enumerate(small):
    for j, (kq, eq, uq) in enumerate(small):
        mk, mq = len(e), len(eq)
        r = pair_density(u, uq)[:, :, MASK].reshape(mk * mq, -1)
        for w in pair:
            v = kernel(k - kq, w, 2)[MASK]
            t = ((r.conj() * v) @ r.T).reshape(mk, mq, mk, mq)
            tensors[w][i][j] = np.ascontiguousarray(
                t.transpose(0, 2, 1, 3)).reshape(mk * mk, mq * mq)


def density(P):
    n = sum(np.sum((p @ s[2].conj()) * s[2], axis=0).real
            for p, s in zip(P, small))
    return np.maximum(2 * n / (NK * VOL), 1e-9)


def hartree(dn_grid):
    f = fftn(dn_grid.reshape(NG, NG, NG)).ravel()
    f = np.where(G2 > 1e-9, 4 * PI * f / np.maximum(G2, 1e-9), 0)
    return ifftn(f.reshape(NG, NG, NG)).real.ravel()


P_START = [np.diag((np.arange(len(s[1])) < NOCC).astype(complex))
           for s in small]
N_START = density(P_START)


def self_consistent(alpha, w):
    P, old = [p.copy() for p in P_START], np.zeros(2)
    for _ in range(80):
        n = density(P)
        field = (hartree(n - N_START)
                 - np.cbrt(3 * n / PI) + np.cbrt(3 * N_START / PI)
                 - alpha * sr_potential(n, w))
        new_P, lev = [], []
        for i, (k, e, u) in enumerate(small):
            fock = -sum(tensors[w][i][j] @ P[j].ravel() for j in range(NK))
            fock = fock.reshape(len(e), len(e)) / (NK * VOL)
            h = np.diag(e) + local_matrix(u, field) + alpha * fock
            x, c = np.linalg.eigh((h + h.conj().T) / 2)
            lev.append(x[:NOCC + 1])
            new_P.append(c[:, :NOCC] @ c[:, :NOCC].conj().T)
        lev = np.array(lev)
        now = np.array([lev[:, NOCC - 1].max(), lev[:, NOCC].min()])
        P = [0.3 * p + 0.7 * q for p, q in zip(P, new_P)]
        change, old = np.max(abs(now - old)), now
        if change < 2e-7:
            break
    assert change < 1e-5
    return now


relaxed = []
for w, guess in zip(pair, coarse):
    def miss_scf(alpha, w=w):
        ev, ec = self_consistent(alpha, w)
        return ec - ev - TARGET
    a = newton(miss_scf, guess[0], x1=guess[0] + 0.03, tol=1e-5)
    ev, ec = self_consistent(a, w)
    assert abs(ec - ev - TARGET) * EV < 1e-3
    relaxed.append((a, ev, ec))
shift_relaxed = (relaxed[1][1] - relaxed[0][1]) * EV
assert shift * shift_coarse > 0 and shift * shift_relaxed > 0

# Further neglected effects
cut_change = (start_gap(depth, cutoff_ev=550.0) - start_gap(depth)) * EV
assert abs(cut_change) < 0.05
heat_change = (start_gap(depth, a=1.002 * A0) - start_gap(depth)) * EV
thermal = sc.k * 300 / sc.e

print(f"lattice constant {LATTICE_NM:.3f} nm")
print(f"anion well depth {ANION_EV:.0f} eV, width {ANION_NM:.3f} nm")
print(f"cation well depth {depth*EV:.2f} eV, width {CATION_NM:.3f} nm")
print(f"plane-wave cutoff {CUTOFF_EV:.0f} eV; main k mesh 4x4x4")
print(f"starting gap {(ec0-ev0)*EV:.3f} eV; target {TARGET_GAP_EV:.3f} eV")
print(f"starting gap on whole mesh {mesh_gap*EV:.3f} eV")
print(f"starting valence edge {ev0*EV:.3f} eV at {names[iv]}")
print(f"starting conduction edge {ec0*EV:.3f} eV at {names[ic]}")
print("fixed density: omega 1/nm, alpha, E_v eV, E_c eV, gap eV")
for x, (a, ev, ec) in zip(omega_nm, family):
    print(f"  {x:.1f}  {a:.4f}  {ev*EV:.3f}  {ec*EV:.3f}  {(ec-ev)*EV:.3f}")
print("first order: omega 1/nm, D_v eV, D_c eV, alpha, E_v eV")
for i, x in enumerate(omega_nm):
    print(f"  {x:.1f}  {D[i,0]*EV:.3f}  {D[i,1]*EV:.3f}"
          f"  {first_alpha[i]:.4f}  {first_ev[i]*EV:.3f}")
print(f"largest first-order error in E_v {first_error:.3f} eV")
print(f"E_v shift, omega 2 to 4 1/nm: {shift:.3f} eV")
print(f"E_c shift, omega 2 to 4 1/nm: {shift_c:.3f} eV")
print("slopes in omega, units 1/sqrt(pi): valence, conduction")
print(f"  D, 1 to 2 1/nm: {slope[0]:.3f}, {slope[1]:.3f}")
print(f"  Fock part, 1 to 2 1/nm: {fock_slope[0]:.3f}, {fock_slope[1]:.3f}")
print(f"  local part, 1 to 2 1/nm: {local_main[0]:.3f}, {local_main[1]:.3f}")
print(f"  local part, 0.05 to 0.10 1/nm: "
      f"{local_limit[0]:.3f}, {local_limit[1]:.3f}")
print(f"mean local k_F seen: v {mean_kf[0]:.2f}, c {mean_kf[1]:.2f} 1/nm")
print(f"contact Fock/local: v {contact_ratio[0]:.4f}, c {contact_ratio[1]:.4f}")
print(f"gas v_SR closed {v_closed:.6f}, numeric {v_numeric:.6f} hartree")
print(f"same E_v shift on 2x2x2 mesh, fixed density {shift_coarse:.3f} eV")
print("self-consistent 2x2x2: omega 1/nm, alpha, E_v eV, E_c eV")
for x, (a, ev, ec) in zip((omega_nm[1], omega_nm[3]), relaxed):
    print(f"  {x:.1f}  {a:.4f}  {ev*EV:.3f}  {ec*EV:.3f}")
print(f"self-consistent E_v shift {shift_relaxed:.3f} eV")
print(f"starting-gap change, cutoff 400 to 550 eV: {cut_change:.4f} eV")
print(f"starting-gap change, lattice +0.2 percent: {heat_change:.4f} eV")
print(f"thermal energy at 300 K {thermal:.4f} eV")
print("finished without a failed check")
```

Output:

```
lattice constant 0.405 nm
anion well depth 150 eV, width 0.058 nm
cation well depth 64.72 eV, width 0.070 nm
plane-wave cutoff 400 eV; main k mesh 4x4x4
starting gap 4.000 eV; target 5.800 eV
starting gap on whole mesh 4.000 eV
starting valence edge 5.998 eV at Gamma
starting conduction edge 9.998 eV at Gamma
fixed density: omega 1/nm, alpha, E_v eV, E_c eV, gap eV
  1.0  0.2074  4.632  10.432  5.800
  2.0  0.2440  4.573  10.373  5.800
  3.0  0.2830  4.533  10.333  5.800
  4.0  0.3266  4.505  10.305  5.800
first order: omega 1/nm, D_v eV, D_c eV, alpha, E_v eV
  1.0  -6.642  2.092  0.2061  4.629
  2.0  -5.874  1.533  0.2430  4.570
  3.0  -5.194  1.180  0.2824  4.531
  4.0  -4.580  0.937  0.3263  4.503
largest first-order error in E_v 0.004 eV
E_v shift, omega 2 to 4 1/nm: -0.068 eV
E_c shift, omega 2 to 4 1/nm: -0.068 eV
slopes in omega, units 1/sqrt(pi): valence, conduction
  D, 1 to 2 1/nm: 0.945, -0.688
  Fock part, 1 to 2 1/nm: 1.892, 0.201
  local part, 1 to 2 1/nm: 0.947, 0.889
  local part, 0.05 to 0.10 1/nm: 0.997, 0.994
mean local k_F seen: v 35.85, c 18.07 1/nm
contact Fock/local: v 1.0004, c 1.0001
gas v_SR closed -0.302990, numeric -0.302988 hartree
same E_v shift on 2x2x2 mesh, fixed density -0.088 eV
self-consistent 2x2x2: omega 1/nm, alpha, E_v eV, E_c eV
  2.0  0.2248  4.773  10.573
  4.0  0.3158  4.697  10.497
self-consistent E_v shift -0.076 eV
starting-gap change, cutoff 400 to 550 eV: 0.0016 eV
starting-gap change, lattice +0.2 percent: 0.0494 eV
thermal energy at 300 K 0.0259 eV
finished without a failed check
```
